# Curvature-enhanced spin-orbit splitting of nanotube band edges

## What symmetry fixes

Roll a honeycomb sheet into a tube of diameter $d=2R$. Its atoms carry one $s$ and three $p$ orbitals and a spin-orbit coupling of strength $\lambda$. In the flat sheet, reflection through the sheet separates the $\pi$ orbital, which points out of it, from the $\sigma$ orbitals. The spin-orbit term for an in-plane spin links the two classes, so it has no first-order effect within the $\pi$ bands. Curvature removes the reflection. The first allowed effect is linear in both $\lambda$ and $1/d$, and by dimensions it is $\lambda a/d$ times a function of ratios of the other energies (hoppings and the $s$–$p$ level separation), $a$ being the bond length.

The dependence on chirality also follows from symmetry. The spin along the tube axis is an in-plane vector, with angular harmonics $\pm1$. The curvature is a second-rank tensor, with harmonics $0,\pm2$. Their product has harmonics $\pm1,\pm3$. An energy shift common to both sublattices must respect the threefold symmetry at the Dirac point, which selects $\pm3$, hence $\cos3\theta$ or $\sin3\theta$. An armchair tube ($\theta=30^\circ$) has an inversion centre, and its two valleys lie at different axial wave numbers. Inversion followed by time reversal keeps the axial wave number, hence the valley, and reverses the spin. This forbids spin splitting within a valley, and so excludes $\sin3\theta$. (A zigzag tube also has an inversion centre, but its valleys share one axial wave number and the same operation exchanges them, so $\cos3\theta$ is allowed.) A displacement of the Dirac point is a vector and selects harmonic 1: it has a fixed direction relative to the tube and no dependence on $\theta$. Two terms are expected, one in $\cos3\theta/d$ and one in $1/d$. Their coefficients need a calculation.

## Assumptions and theorem

1. Hopping joins nearest neighbours, with constants $V_{sp}$, $V_\sigma>0$ (two $p$ orbitals along the bond) and $V_\pi<0$ (across it), and $V_\sigma>|V_\pi|$. Rolling changes orbital directions, not these constants. Orbitals on different atoms are orthogonal.
2. The $p$ level is the energy zero; the $s$ level is at $-\varepsilon<0$.
3. Each atom has $\lambda\,\mathbf L\cdot\mathbf S$, with dimensionless $\mathbf L$ and $\mathbf S=\boldsymbol\sigma/2$.
4. $a/d\ll1$, and $\lambda$ is small compared with the hoppings.

Let $s=\pm1$ be the spin along the axis, $\tau=\pm1$ the valley, $\theta$ the chiral angle (zero for zigzag), $q$ the axial wave number from the band edge, and $\hbar v=\tfrac32|V_\pi|a$.

**Theorem.** To first order in $\lambda$ and leading order in $a/d$, apart from a spin-independent energy common to all these states,
$$E=\tau sA\pm\sqrt{(\hbar v\kappa+\tau sB)^2+(\hbar vq)^2},$$
$$A=\frac{\lambda a|V_\pi|\cos3\theta}{d(V_\sigma+|V_\pi|)},\qquad B=-\frac{\lambda a\,\varepsilon\,(V_\sigma-|V_\pi|)}{6\,d\,V_{sp}^2}.$$
Here $\kappa=\kappa_0+\kappa_c$ is the circumferential distance of the quantized line from the Dirac point in valley $\tau=+1$. For an $(n,m)$ tube, $\kappa_0R=0,-\tfrac13,+\tfrac13$ when $n-m$ leaves remainder $0,1,2$ on division by 3, and
$$\kappa_c=\frac{a(V_\sigma-|V_\pi|)\cos3\theta}{d^2(V_\sigma+|V_\pi|)}.$$

**Corollary.** If $\hbar v|\kappa|>|B|$, the signed splittings $E(\tau s=1)-E(\tau s=-1)$ at the electron and hole edges are
$$\Delta_e=2(A+\operatorname{sgn}(\kappa)B),\qquad \Delta_h=2(A-\operatorname{sgn}(\kappa)B).$$
Their sizes differ when $A$ and $B$ are both nonzero. The fourfold edge does not split in every tube: in an armchair tube it stays fourfold.

## Lemma 1: geometry and quantization

Use orbitals $s,r,t,z$ on each atom: radial, tangential and axial, a right-handed set. Let $x$ be arc length around the tube. The three bonds from sublattice 1 to sublattice 2 are $\boldsymbol\delta_l=a(\cos\alpha_l,\sin\alpha_l)$ in the $(x,z)$ plane, with
$$\alpha_l=\alpha_0+2\pi l/3,\qquad \alpha_0=\pi/2-\theta,\qquad l=0,1,2.$$
Choose the Dirac point $\mathbf K$ by $\mathbf K\cdot\boldsymbol\delta_l=2\pi l/3$ modulo $2\pi$, with $\mathbf K\cdot\boldsymbol\delta_2=-2\pi/3$. The lattice vectors $\mathbf a_1=\boldsymbol\delta_2-\boldsymbol\delta_1$ and $\mathbf a_2=\boldsymbol\delta_0-\boldsymbol\delta_1$ give $\mathbf K\cdot\mathbf a_1=-4\pi/3$ and $\mathbf K\cdot\mathbf a_2=-2\pi/3$. The circumference $\mathbf C=n\mathbf a_1+m\mathbf a_2$ has length $2\pi R$, so $K_xR=-(2n+m)/3$. With the spin referred to the fixed axis, a single-valued orbital state has $k_x=M/R$, $M$ an integer. The distance $k_x-K_x$ nearest zero gives the stated $\kappa_0$, since $2n+m=3n-(n-m)$.

The part of the coupling that conserves $s$ is $(\lambda s/2)L_z$, and $L_z|r\rangle=i|t\rangle$. The other parts flip the spin and change $M$ by one. At second order in $\lambda$ they give, even in the flat sheet, a spin-flip amplitude $\lambda^2\varepsilon/(18V_{sp}^2)$, half the flat-sheet gap and 1.6 $\mu$eV for the parameters below; it lies beyond the order of the theorem. At first order in $\lambda$ their amplitude within the $\pi$ bands is at most of order $\lambda a/R$, since it too needs curvature, and they join states about $\hbar v/R$ apart. Their effect, about $\lambda^2a^2/(\hbar vR)$, is second order in $\lambda$ and is dropped.

Now let a bond start at azimuth 0 and end at $x/R$, with $x=a\cos\alpha$. To the order needed its unit vector and the radial and tangential directions at its end are
$$\mathbf u=\Big(-\frac{x^2}{2Ra},\frac xa,\frac za\Big),\quad \mathbf e_r'=\Big(1-\frac{x^2}{2R^2},\frac xR,0\Big),\quad \mathbf e_t'=\Big(-\frac xR,1,0\Big).$$
Hence $\mathbf u\cdot\mathbf e_r'=+x^2/(2Ra)$. For $p$ orbitals along $\mathbf w$ at the start and $\mathbf w'$ at the end, the two-centre rules are
$$\langle s|H|p'\rangle=V_{sp}\,\mathbf u\cdot\mathbf w',\qquad \langle p|H|s'\rangle=-V_{sp}\,\mathbf u\cdot\mathbf w,$$
$$\langle p|H|p'\rangle=V_\pi\mathbf w\cdot\mathbf w'+(V_\sigma-V_\pi)(\mathbf u\cdot\mathbf w)(\mathbf u\cdot\mathbf w').$$
With $c=\cos\alpha$ they give
$$\langle r|H|s'\rangle=\frac{V_{sp}a}{2R}c^2,\qquad \langle r|H|t'\rangle=-\frac{ac}{R}\Big[V_\pi+\frac{V_\sigma-V_\pi}2c^2\Big],$$
$$\langle r|H|z'\rangle=-\frac{a}{2R}(V_\sigma-V_\pi)c^2\sin\alpha.$$
With $r$ at the far end instead, the $s$ element keeps its sign and the $t,z$ elements change sign. In terms of $p_\pm=(t\pm iz)/\sqrt2$,
$$\langle r|H|p_\pm'\rangle=-\frac{a}{\sqrt2R}\Big[V_\pi c+\frac{V_\sigma-V_\pi}{2}c^2e^{\pm i\alpha}\Big],$$
and $\langle p_\pm|H|r'\rangle$ is minus this with $e^{\pm i\alpha}$ replaced by $e^{\mp i\alpha}$.

## Lemma 2: matrices at the Dirac point

At $\mathbf K$ the bonds are summed with phases $e^{2\pi il/3}$. The harmonic $e^{ij\alpha_l}$ then gives $3e^{ij\alpha_0}$ if $j=-1,2,-4,\dots$ and zero otherwise. The surviving parts are
$$c\to\tfrac12e^{-i\alpha},\quad c^2\to\tfrac14e^{2i\alpha},\quad c^2e^{i\alpha}\to\tfrac14e^{-i\alpha},\quad c^2e^{-i\alpha}\to\tfrac12e^{-i\alpha}.$$
Write $\zeta=e^{i\alpha_0}$ and label sublattices by subscripts. The curvature couplings become
$$T_{r_1s_2}=T_{s_1r_2}=\frac{3V_{sp}a}{8R}\zeta^2,$$
$$T_{r_1p_{+2}}=-T_{p_{-1}r_2}=-\frac{3a(V_\sigma+3V_\pi)}{8\sqrt2R}\zeta^{-1},$$
$$T_{r_1p_{-2}}=-T_{p_{+1}r_2}=-\frac{3a(V_\sigma+V_\pi)}{4\sqrt2R}\zeta^{-1}.$$

In the flat $\sigma$ block, $\langle s|H|p_\pm'\rangle=V_{sp}e^{\pm i\alpha}/\sqrt2$, $\langle p_\pm|H|s'\rangle=-V_{sp}e^{\mp i\alpha}/\sqrt2$ and $\langle p_\mp|H|p_\pm'\rangle=\tfrac12(V_\sigma-V_\pi)e^{\pm2i\alpha}$. The $s$–$s$ and equal-circular elements have no angular dependence and sum to zero. Three pairs remain:
$$(s_1,p_{-2}):\ g,\qquad(p_{+1},s_2):\ -g,\qquad(p_{-1},p_{+2}):\ h,$$
$$g=\frac{3V_{sp}}{\sqrt2}\zeta^{-1},\qquad h=\frac{3(V_\sigma-V_\pi)}2\zeta^2.$$
Let $G=H_{\sigma\sigma}^{-1}$. Inverting the first pair gives
$$\begin{pmatrix}-\varepsilon&g\\g^*&0\end{pmatrix}^{-1}=\begin{pmatrix}0&1/g^*\\1/g&\varepsilon/|g|^2\end{pmatrix}.$$
The other two follow in the same way. The elements required are
$$G_{p_{-2}s_1}=\frac1g,\quad G_{s_2p_{+1}}=-\frac1g,\quad G_{p_{+2}p_{-1}}=\frac1h,\quad G_{p_{-2}p_{-2}}=G_{p_{+1}p_{+1}}=\frac{\varepsilon}{|g|^2}.$$

## Proof of the theorem

At $E=0$ the $\sigma$ rows of the Schrödinger equation read $H_{\sigma\pi}\psi_\pi+H_{\sigma\sigma}\psi_\sigma=0$. Solving for $\psi_\sigma$ and inserting it in the $\pi$ rows gives
$$H_{\rm eff}=H_{\pi\pi}-H_{\pi\sigma}GH_{\sigma\pi}.$$
Using the matrices at $\mathbf K$ for a state at distance $|\kappa|$ from it costs a relative error of order $a|\kappa|$. The spin-orbit coupling enters through $\langle p_\pm|H|r\rangle=iw$ on each atom, with $w=\lambda s/(2\sqrt2)$.

**Zeeman-like term.** On sublattice 1, hopping to $\sigma$ on sublattice 2 and returning through the spin-orbit coupling gives, with the conjugate path,
$$-iw\Big[-\frac{T_{r_1s_2}}g+\frac{T_{r_1p_{+2}}}h\Big]+\text{c.c.}$$
$$=\frac{i\lambda sa}{16R}\Big[\zeta^3+\frac{V_\sigma+3V_\pi}{V_\sigma-V_\pi}\zeta^{-3}\Big]+\text{c.c.}$$
The constant $V_{sp}$ has cancelled. Since $i\zeta^{\pm3}+\text{c.c.}=\mp2\sin3\alpha_0$, this equals
$$\frac{\lambda sa\sin3\alpha_0}{8R}\Big[\frac{V_\sigma+3V_\pi}{V_\sigma-V_\pi}-1\Big]=\frac{\lambda saV_\pi\sin3\alpha_0}{2R(V_\sigma-V_\pi)}.$$
Now $\sin3\alpha_0=\sin(3\pi/2-3\theta)=-\cos3\theta$ and $V_\pi=-|V_\pi|$, so the result is $sA$. A half-turn about a radial axis exchanges the sublattices and reverses $\tau$ and $s$. Time reversal restores $\tau$ and $s$, so sublattice 2 has the same energy.

**Orbital-like term.** Between $r_1$ and $r_2$ the spin-orbit step can occur on either atom. The left-hand step carries $-iw$, the conjugate of $iw$:
$$-T_{r_1p_{-2}}\frac{\varepsilon}{|g|^2}(iw)-(-iw)\frac{\varepsilon}{|g|^2}T_{p_{+1}r_2}.$$
The two contributions are equal. With $|g|^2=9V_{sp}^2/2$ their sum is
$$iw\,\frac{2\varepsilon}{9V_{sp}^2}\,\frac{3a(V_\sigma+V_\pi)}{2\sqrt2R}\zeta^{-1}=\frac{i\lambda sa\varepsilon(V_\sigma+V_\pi)}{12RV_{sp}^2}\zeta^{-1}.$$
Compare the ordinary $\pi$ hopping at $\mathbf K+\mathbf k$. Its linear term uses $\cos\alpha\to e^{-i\alpha}/2$ and $\sin\alpha\to ie^{-i\alpha}/2$:
$$V_\pi\sum_le^{2\pi il/3}\,i\mathbf k\cdot\boldsymbol\delta_l=\tfrac{3i}2V_\pi a\,\zeta^{-1}(k_x+ik_z).$$
The spin-orbit term therefore replaces $k_x$ by $k_x+\delta k$, where
$$\delta k=\frac{\lambda s\varepsilon(V_\sigma+V_\pi)}{18RV_\pi V_{sp}^2}.$$
Multiplication by $\hbar v=-\tfrac32V_\pi a$ gives $\hbar v\,\delta k=sB$.

**Curvature shift.** At order $R^{-2}$ the direct $r$–$r$ hopping changes by $-(a^2/R^2)[V_\pi c^2/2+(V_\sigma-V_\pi)c^4/4]$. Since $c^4\to\tfrac14e^{2i\alpha}+\tfrac1{16}e^{-4i\alpha}$, the sum over bonds is
$$-\frac{3a^2(V_\sigma+V_\pi)}{16R^2}\zeta^2-\frac{3a^2(V_\sigma-V_\pi)}{64R^2}\zeta^{-4}.$$
Paths with two curvature couplings add
$$\frac{T_{r_1s_2}T_{p_{+1}r_2}}g-\frac{T_{r_1p_{-2}}T_{s_1r_2}}g-\frac{T_{r_1p_{+2}}T_{p_{-1}r_2}}h$$
$$=2\,\frac{3a^2(V_\sigma+V_\pi)}{32R^2}\zeta^2+\frac{3a^2(V_\sigma+3V_\pi)^2}{64R^2(V_\sigma-V_\pi)}\zeta^{-4}.$$
The $\zeta^2$ terms cancel. Because $(V_\sigma+3V_\pi)^2-(V_\sigma-V_\pi)^2=8V_\pi(V_\sigma+V_\pi)$, the remainder is
$$\frac{3a^2V_\pi(V_\sigma+V_\pi)}{8R^2(V_\sigma-V_\pi)}\zeta^{-4}.$$
Division by $\tfrac{3i}{2}V_\pi a\zeta^{-1}$, with $\zeta^{-3}=ie^{3i\theta}$, gives the shift vector
$$\kappa_c+i\kappa_z=\frac{a(V_\sigma+V_\pi)}{4R^2(V_\sigma-V_\pi)}e^{3i\theta}.$$
Its real part is the stated $\kappa_c$. Its imaginary part moves the edge along $k_z$ and is absorbed in $q$. The diagonal terms of order $R^{-2}$ are equal on both sublattices and are the common energy set aside in the theorem.

**Spectrum.** In valley $+1$ the matrix has diagonal $sA$ and an off-diagonal element of modulus $|\hbar v\kappa+sB+i\hbar vq|$. Its eigenvalues are those of the theorem. Time reversal sends $(\tau,s,q)$ to $(-\tau,-s,-q)$ at equal energy, so the other valley follows on replacing $s$ by $\tau s$. At $q=0$ and $\hbar v|\kappa|>|B|$, $|\hbar v\kappa+\tau sB|=\hbar v|\kappa|+\tau s\operatorname{sgn}(\kappa)B$, which gives the corollary. $\square$

## Remarks on meaning and limits

**Two effective fields.** An axial magnetic flux displaces $k_x$ equally in both valleys. The term $B$ does the same, but oppositely for the two spins. The term $A$ acts like a Zeeman energy whose sign alternates between valleys. The first moves electron and hole edges apart or together; the second moves them in parallel. Their sum and difference make the splittings unequal.

**Very small gaps.** If $\hbar v|\kappa|<|B|$, then $|\hbar v\kappa+\tau sB|=|B|+\tau s\operatorname{sgn}(B)\hbar v\kappa$. The splittings are now $2[A\pm\operatorname{sgn}(B)\hbar v\kappa]$, upper sign for electrons, and the mean gap is $2|B|$. An armchair tube has $A=\kappa=0$: no splitting remains, and spin-orbit coupling alone opens the gap in this model. For a $(40,40)$ tube with the parameters below, diagonalizing the full tight-binding matrix gives a gap of 0.0855 meV, equal to $2|B|$ at this precision.

**Overlap.** Non-orthogonal orbitals replace $H$ by $H-E\mathcal S$, where $\mathcal S$ is the overlap matrix. Elimination at $E=0$ removes $\mathcal S$, so the leading $A$, $B$ and $\kappa_c$ do not change.

## Worked example: a narrow-gap (15,3) tube

Take the round values $a=0.142$ nm, $\lambda=10$ meV, $\varepsilon=7$ eV, $V_{sp}=5$ eV, $V_\sigma=6$ eV and $V_\pi=-2.5$ eV. The full matrix also needs a hopping between $s$ orbitals, taken as $-4$ eV; it does not enter the formulas. The diameter is $d=\sqrt3a\sqrt{n^2+nm+m^2}/\pi=1.308$ nm, and $\cos3\theta=0.892$. Then
$$A=\frac{10\times0.142\times2.5\times0.892}{1.308\times8.5}=0.285\ \text{meV},$$
$$B=-\frac{10\times0.142\times7\times3.5}{6\times1.308\times25}=-0.177\ \text{meV}.$$
Here $n-m=12$, so $\kappa_0=0$ and $\kappa=\kappa_c=0.0305$ nm$^{-1}$. With $\hbar v=0.5325$ eV nm the mean gap is $2\hbar v\kappa=32.5$ meV, and $\hbar v\kappa$ far exceeds $|B|$. Since $\kappa>0$,
$$\Delta_e=2(0.285-0.177)=0.22\ \text{meV},\qquad\Delta_h=2(0.285+0.177)=0.92\ \text{meV}.$$

Diagonalizing the full matrix, with exact cylinder geometry and the spin-flip terms, gives 0.216 and 0.919 meV and a gap of 32.2 meV. For the wide narrow-gap tubes $(60,0)$, $(54,15)$, $(48,24)$ and $(42,33)$, the largest deviation of a splitting from the formula is 0.15% of $2|B|$.

In magnetic terms, $|B|$ corresponds to the flux of an axial field $2|B|/(evR)=0.67$ T, and $A$ to the spin energy in a field $A/\mu_B=4.9$ T for $g=2$.

**Semiconducting neighbours.** The sign of $\kappa$ exchanges the roles of electrons and holes. For $(16,3)$, $\kappa<0$ and the full electron and hole splittings are 0.975 and 0.247 meV. For $(14,3)$, $\kappa>0$ and they are 0.164 and 0.841 meV. The formula gives 0.880 and 0.210 meV in the first case, 0.219 and 0.973 meV in the second. It is less accurate here because $a|\kappa|$ is larger. Where $A$ and $|B|$ nearly cancel, the correction can even reverse the sign of the smaller splitting: among tubes of 1.0 to 1.5 nm this happens for $(14,6)$ and $(14,7)$. In zigzag tubes with $\lambda=1$ meV the summed error, relative to the summed splittings, falls from 2.1% at $n=100$ to 0.70% at $n=301$, as expected for an error proportional to $1/d$.

**Real nanotubes.** The hoppings and the level separation lie in the rough range used for carbon. The round value $\lambda=10$ meV is on the high side: the fine structure of the free carbon atom gives about 4 meV. The splittings are proportional to $\lambda$, so with 4 meV they would be about 0.09 and 0.37 meV. The electron value is a difference of two terms of similar size and depends strongly on the hoppings. At $\lambda=10$ meV, taking $\varepsilon=7.3$, $V_{sp}=4.98$, $V_\sigma=6.38$, $V_\pi=-2.66$ and an $s$–$s$ hopping of $-4.30$ eV changes the electron and hole splittings to 0.17 and 0.96 meV; taking 8.868, 5.580, 5.037, $-3.033$ and $-6.769$ eV in the same order gives 0.52 and 0.93 meV. The electron splitting is therefore an estimate of size only. Splittings reported for clean carbon nanotubes run, roughly, from a few tenths of a meV to a few meV. With $\lambda=4$ meV and the hoppings of the example, no tube between 1.0 and 1.5 nm in diameter has a splitting above about 0.6 meV, so this model does not account for the largest reported values. Bond lengths and hoppings change on rolling, against assumption 1. If hopping varies as the inverse square of the straight-line bond length, with atoms kept on the same cylinder, the gap falls from 32.2 to 22.3 meV while both splittings change by less than 1%. The splittings equal $k_BT$ at 2.5 K for electrons and 10.7 K for holes, so resolving them against thermal broadening requires temperatures well below these. For a 400 nm segment with relative permittivity 4, $e^2/(4\pi\epsilon_0\epsilon_rL)$ is 0.90 meV. For charge spread evenly over a thin tube the charging energy is larger by a factor of about $2[\ln(2L/R)-1]\approx12$, which gives 11 meV, far above both splittings; nearby gates change this value. Addition energies therefore cannot be read without interactions.

Disorder that scatters between valleys with matrix element $W$ joins states of equal spin separated by $\Delta$, and turns the splitting into $\sqrt{\Delta^2+4|W|^2}$. At $|W|=|\Delta|/2$ this is larger by $\sqrt2$. The Kramers doublets survive, but their separation then no longer measures spin-orbit coupling alone. Further values are in the numerical output.

## Table of computed values

```
bond length a = 0.142 nm; lambda = 10.0 meV
s level relative to p level = -7.0 eV
hoppings ss, sp, pp-sigma, pp-pi = -4.0 5.0 6.0 -2.5 eV
sigma block couplings at K: s-p 10.607 eV, p-p 12.750 eV
hv = 0.5325 eV nm
(15,3) tube: d = 1.3077 nm, R = 0.6538 nm
chiral angle = 8.948 deg, cos(3 theta) = 0.8922
Zeeman-like A = 0.2850 meV
orbital-like B = -0.1774 meV
curvature shift kappa = 0.03051 1/nm
gap: formula 32.491 meV, full 32.172 meV
electron splitting: formula 0.2152 meV, full 0.2161 meV
hole splitting: formula 0.9246 meV, full 0.9190 meV
axial field equivalent to B (flux) = 0.671 T
axial field equivalent to A (spin, g=2) = 4.923 T
(16,3): d = 1.3851 nm, kappa = -0.4538 1/nm, full gap = 467.6 meV
  electron: formula 0.8800, full 0.9753 meV
  hole: formula 0.2102, full 0.2470 meV
(14,3): d = 1.2304 nm, kappa = 0.5758 1/nm, full gap = 613.6 meV
  electron: formula 0.2193, full 0.1642 meV
  hole: formula 0.9734, full 0.8408 meV
(16,0) explicit cell: electron 1.1547 meV, hole 0.3367 meV (magnitudes)
(40,40) armchair: full gap 0.08549 meV, 2|B| = 0.08552 meV
worst deviation, wide narrow-gap tubes = 0.146 % of 2|B|
relative error, semiconducting (n,0), lambda/10:
  n=100: 2.069 %, n=101: 2.084 %, n=301: 0.696 %, n=302: 0.689 %
Neglected effects for the (15,3) example:
overlaps ss, sp, pp-sigma, pp-pi = 0.2 -0.15 -0.15 0.1
with overlap: electron 0.2164, hole 0.9192, gap 32.174 meV
overlap deviation in wide (54,15) tube = 0.122 % of 2|B|
hopping ~ length^-2: electron 0.2171, hole 0.9186, gap 22.313 meV
part even in lambda: electron 0.4495 ueV, hole 0.1241 ueV
flat-sheet spin-orbit gap = 3.113 ueV
temperature with kT = splitting: electron 2.51 K, hole 10.67 K
kT at 300 K = 25.85 meV
charging scale, 400 nm segment, permittivity 4: 0.900 meV
```
